# Adjoint fields and first-order changes of mask diffraction amplitudes

A mask calculation may have to rank many small material changes: a drift of film index, an inclusion at one of a hundred positions, a density gradient. The decision is whether to solve Maxwell's equations again for each candidate, or to solve once for the illuminated mask and once for each detected order and polarization, and then obtain every candidate from an integral. The second way is sound if the response is linear and the right two fields are multiplied. The theorem below fixes the product, its prefactor and its conditions. A displaced wall needs a different product, treated separately.

## Setting and conventions

Fields vary as $e^{-i\omega t}$, and $k_0=\omega/c=2\pi/\lambda$. The materials are non-magnetic. Eliminating the magnetic field from Maxwell's equations gives

$$\nabla\times\nabla\times\mathbf E=k_0^2\,\varepsilon\,\mathbf E, \qquad (1)$$

where $\varepsilon(\mathbf r)$ is the relative permittivity, complex where the mask absorbs. The mask is periodic in $x,y$ with cell area $A$ and lies between two uniform lossless half-spaces. Light arrives, in general obliquely, from the half-space on the side of smaller $z$.

The incident plane wave has unit electric amplitude. Outside the mask the outgoing field is a sum of orders $n$ with lateral wavevectors $\boldsymbol\kappa_n$, which differ by reciprocal lattice vectors. In a half-space of index $N$ the normal wavenumber is

$$\gamma_n=\sqrt{N^2k_0^2-|\boldsymbol\kappa_n|^2},$$

positive for a propagating order and positive imaginary for an evanescent one. No $\gamma_n$ is zero.

The detected order $m$ propagates, with wavevector $\mathbf k_m=(\boldsymbol\kappa_m,\sigma\gamma_m)$, where $\sigma=+1$ in transmission and $\sigma=-1$ in reflection. If its vector amplitude is $\mathbf A_m$, the detected amplitude is $a_m=\mathbf e_m\cdot\mathbf A_m$, with $\mathbf e_m$ a real unit vector normal to $\mathbf k_m$.

The **adjoint field** $\tilde{\mathbf E}_m$ solves (1) for the same unperturbed mask, lit by $\mathbf e_m e^{-i\mathbf k_m\cdot\mathbf r}$. This is the detected order sent backwards, with the same phase origin as $a_m$. Its orders have lateral wavevectors $-\boldsymbol\kappa_n$.

## Theorem

Let $\varepsilon$ change to $\varepsilon+\delta\varepsilon$ inside the mask, with the illumination fixed. Assume that the unperturbed mask has a unique, bounded outgoing response to sources at this frequency and lateral wavevector. Then, for $\delta\varepsilon$ small everywhere,

$$\boxed{\;\delta a_m=\frac{i k_0^2}{2\gamma_m A}\int_{\rm cell}\delta\varepsilon\;\tilde{\mathbf E}_m\cdot\mathbf E\;dV+O(\delta\varepsilon^2)\;} \qquad (2)$$

The dot product contains no complex conjugation. For a finite change, the following identity holds as long as the perturbed problem has a solution:

$$\delta a_m=\frac{i k_0^2}{2\gamma_m A}\int_{\rm cell}\delta\varepsilon\;\tilde{\mathbf E}_m\cdot(\mathbf E+\delta\mathbf E)\,dV. \qquad (3)$$

## Lemma 1: a volume integral becomes a flux

For two fields define

$$\mathbf F(\mathbf U,\mathbf V)=\mathbf U\times(\nabla\times\mathbf V)-\mathbf V\times(\nabla\times\mathbf U).$$

Then

$$\nabla\cdot\mathbf F(\mathbf U,\mathbf V)=\mathbf V\cdot\nabla\times\nabla\times\mathbf U-\mathbf U\cdot\nabla\times\nabla\times\mathbf V. \qquad (4)$$

**Proof.** The divergence of a cross product gives

$$\nabla\cdot[\mathbf U\times(\nabla\times\mathbf V)]=(\nabla\times\mathbf U)\cdot(\nabla\times\mathbf V)-\mathbf U\cdot\nabla\times\nabla\times\mathbf V.$$

Exchange $\mathbf U$ and $\mathbf V$ and subtract. The products of two curls cancel, which leaves (4). ∎

At a material interface the tangential parts of $\mathbf E$ and of $\nabla\times\mathbf E$ are continuous. The normal component of $\mathbf F$ contains these parts alone, so it is continuous too, and interfaces inside the cell add no surface terms.

## Lemma 2: what two plane waves contribute

Let $\mathbf U=\mathbf u e^{i\mathbf k\cdot\mathbf r}$ and $\mathbf V=\mathbf v e^{i\mathbf k'\cdot\mathbf r}$ be transverse, so that $\mathbf u\cdot\mathbf k=\mathbf v\cdot\mathbf k'=0$. Write $\mathbf k=(\boldsymbol\kappa,s)$.

(a) If $\mathbf k'=-\mathbf k$, then $F_z=-2is\,\mathbf u\cdot\mathbf v$.

(b) If $\mathbf k'=(-\boldsymbol\kappa,s)$, then $F_z=0$.

**Proof.** A curl acts on a plane wave as $i\mathbf k\times$. The rule $\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)$ gives, apart from the common exponential,

$$\mathbf F=i[\mathbf k'(\mathbf u\cdot\mathbf v)-\mathbf v(\mathbf u\cdot\mathbf k')]-i[\mathbf k(\mathbf u\cdot\mathbf v)-\mathbf u(\mathbf v\cdot\mathbf k)].$$

In case (a) the exponential is 1, and $\mathbf u\cdot\mathbf k'=\mathbf v\cdot\mathbf k=0$. Two equal terms remain, $\mathbf F=-2i\mathbf k(\mathbf u\cdot\mathbf v)$.

In case (b) the $z$ components of $\mathbf k$ and $\mathbf k'$ are equal, so the terms with $\mathbf u\cdot\mathbf v$ cancel:

$$F_z\propto i[-v_z(\mathbf u\cdot\mathbf k')+u_z(\mathbf v\cdot\mathbf k)].$$

Transversality of $\mathbf u$ means $\boldsymbol\kappa\cdot\mathbf u_\parallel=-su_z$, hence $\mathbf u\cdot\mathbf k'=2su_z$. Transversality of $\mathbf v$ means $\boldsymbol\kappa\cdot\mathbf v_\parallel=sv_z$, hence $\mathbf v\cdot\mathbf k=2sv_z$. The bracket is $-2su_zv_z+2su_zv_z=0$. No step requires $s$ to be real, so evanescent waves are included. ∎

## Proof of the theorem

The perturbed field obeys

$$\nabla\times\nabla\times(\mathbf E+\delta\mathbf E)=k_0^2(\varepsilon+\delta\varepsilon)(\mathbf E+\delta\mathbf E).$$

Subtracting (1) gives

$$\nabla\times\nabla\times\delta\mathbf E-k_0^2\varepsilon\,\delta\mathbf E=k_0^2\,\delta\varepsilon(\mathbf E+\delta\mathbf E). \qquad (5)$$

The incident wave is the same in both problems, so $\delta\mathbf E$ is purely outgoing outside the mask.

Put $\mathbf U=\delta\mathbf E$ and $\mathbf V=\tilde{\mathbf E}_m$ in (4), and use (5) and (1). The terms $k_0^2\varepsilon\,\tilde{\mathbf E}_m\cdot\delta\mathbf E$ cancel:

$$\nabla\cdot\mathbf F=k_0^2\,\delta\varepsilon\,\tilde{\mathbf E}_m\cdot(\mathbf E+\delta\mathbf E). \qquad (6)$$

Integrate over a cell closed by one plane in each half-space. The Bloch phases of $\delta\mathbf E$ and $\tilde{\mathbf E}_m$ are opposite, so $\mathbf F$ is periodic and opposite side faces cancel. On an end face the lateral integral removes every pair of orders except those with opposite lateral wavevectors.

When both members of such a pair are outgoing, their normal wavevector components are equal, and Lemma 2(b) gives zero. One pair is left: the incoming adjoint wave and order $m$ of $\delta\mathbf E$. By Lemma 2(a), with $s=\sigma\gamma_m$, its $z$ flux density is $-2i\sigma\gamma_m\,\mathbf e_m\cdot\delta\mathbf A_m$. The outward normal on that face is $\sigma\hat{\mathbf z}$, and $\sigma^2=1$, so the outward flux is

$$-2i\gamma_m A\,\delta a_m=k_0^2\int_{\rm cell}\delta\varepsilon\,\tilde{\mathbf E}_m\cdot(\mathbf E+\delta\mathbf E)\,dV.$$

Since $1/(-2i)=i/2$, this is (3), in transmission and in reflection alike.

It remains to bound $\delta\mathbf E$. Let $R$ be the operator that maps a source $\mathbf f$ to the outgoing solution of (5) with right side $k_0^2\mathbf f$. Then $\delta\mathbf E=R[\delta\varepsilon(\mathbf E+\delta\mathbf E)]$. With $\|\cdot\|$ the square-integral norm over the mask cell and $\rho=\|R\|\sup|\delta\varepsilon|<1$,

$$\|\delta\mathbf E\|\le\rho(\|\mathbf E\|+\|\delta\mathbf E\|)\quad\Rightarrow\quad \|\delta\mathbf E\|\le\frac{\rho}{1-\rho}\|\mathbf E\|. \qquad (7)$$

For $\rho<1$ the iteration of $\delta\mathbf E=R[\delta\varepsilon(\mathbf E+\delta\mathbf E)]$ converges, so the perturbed problem has a solution, and by (7) $\delta\mathbf E$ is of first order. In (3) it is multiplied by $\delta\varepsilon$, so dropping it costs a term of second order, which proves (2). ∎

## Remarks on meaning and conditions

**Meaning.** The changed material carries an extra polarization proportional to $\delta\varepsilon\,\mathbf E$. The forward field says how strongly a point is driven. The adjoint field says how well a dipole there radiates into the chosen order and polarization. A point matters when both are large and their vectors are not orthogonal in the unconjugated product. To first order, the part of $\delta a_m$ in phase with $a_m$ changes the strength of the order, and the part a quarter cycle away changes its phase.

**Loss.** The proof uses the symmetry of the permittivity, not energy conservation. For a symmetric tensor the integrand is $\tilde{\mathbf E}_m\cdot\delta\boldsymbol\varepsilon\,\mathbf E$. For a non-symmetric tensor, as in a magnetized medium, the cancellation before (6) requires the adjoint problem to use the transposed tensor. Conjugating $\tilde{\mathbf E}_m$ would replace an absorbing medium by an amplifying one, and would turn outgoing propagating waves into incoming ones.

**Resonance.** Near a weakly damped guided mode $\|R\|$ is large, and (7) then guarantees linearity for a correspondingly small $\delta\varepsilon$ alone.

**Weak-scattering limit.** Let the unperturbed structure be empty space. Then $\mathbf E=\mathbf e_0e^{i\mathbf k_0\cdot\mathbf r}$, with $\mathbf k_0$ the incident wavevector, and $\tilde{\mathbf E}_m=\mathbf e_me^{-i\mathbf k_m\cdot\mathbf r}$, so that

$$\delta a_m=\frac{ik_0^2}{2\gamma_mA}(\mathbf e_m\cdot\mathbf e_0)\int_{\rm cell}\delta\varepsilon\,e^{i(\mathbf k_0-\mathbf k_m)\cdot\mathbf r}dV.$$

This is the first Born approximation: the order samples one Fourier component of the permittivity. For a uniform sheet of thickness $d$ at normal incidence, $\gamma_0=k_0$ and $\delta\varepsilon\approx2\,\delta n$. The transmitted change is $ik_0\,\delta n\,d$, the first term of $e^{ik_0\delta n\,d}-1$. This confirms both the factor $1/2$ and the sign.

## Corollary: a displaced wall

Let material of permittivity $\varepsilon_f$ advance by a small distance $h$ into material of permittivity $\varepsilon_b$, across a smooth wall. In the swept sliver $\delta\varepsilon=\varepsilon_f-\varepsilon_b$, which does not become small as $h\to0$. The bound (7) is then of no use, although (3) still holds. In (3) the adjoint field belongs to the old structure and is taken in $\varepsilon_b$; the total field belongs to the new one and is taken in $\varepsilon_f$.

As $h\to0$, the tangential field $\mathbf E_t$ and the normal component $D_n$ of $\mathbf D=\varepsilon\mathbf E$ tend to their values at the old wall, because they are continuous. The normal fields in the sliver are therefore $\tilde D_n/\varepsilon_b$ and $D_n/\varepsilon_f$. Per unit displacement,

$$\frac{da_m}{dh}=\frac{ik_0^2}{2\gamma_mA}\int_{\rm wall}(\varepsilon_f-\varepsilon_b)\left[\tilde{\mathbf E}_t\cdot\mathbf E_t+\frac{\tilde D_nD_n}{\varepsilon_f\varepsilon_b}\right]dS. \qquad (8)$$

If both normal fields were taken from the film side, the last denominator would be $\varepsilon_f^2$; from the other side, $\varepsilon_b^2$. Neither is correct at finite contrast. All three agree when $\varepsilon_f\to\varepsilon_b$. The argument is local to a smooth wall. At the sharp corners of a line the fields need not be smooth, and for such a line (8) is supported below by a numerical comparison.

## A stripe buried in a phase-shifting mask

The numbers describe a grating of the type used as an attenuated phase-shifting mask at 193 nm. The values chosen for the model are a film index of $2.4+0.6i$, a thickness of 70 nm and a glass index of 1.56. The lines are 180 nm wide with a mask period $P=360$ nm. Light comes from the glass at an angle for which orders 0 and −1 leave symmetrically in air, with sine 0.268.

A stripe 30 nm wide and 20 nm high lies inside each line, 20 nm from its left wall and 25 nm below the glass. Its index is raised by 0.1, so

$$\delta\varepsilon=(2.5+0.6i)^2-(2.4+0.6i)^2=0.49+0.12i.$$

The structure is uniform along $y$. The complex amplitudes quoted below take $x=0$ at 90 nm to the left of the left wall and give order 0 the lateral wavenumber $+\pi/P$. The incident phase is referred to the glass face of the film, and the transmitted phase to its air face. In (2), $A$ becomes $P$ and the volume becomes the stripe area, 600 nm². The prefactor is $4.693\times10^{-5}\,i$ nm⁻² for both orders.

For order −1 with the electric field along the lines (TE), the mean of $\tilde E_yE_y$ over the stripe is $0.0764+0.1594i$. Hence

$$\delta a_{-1}=(4.693\times10^{-5}i)(600)(0.49+0.12i)(0.0764+0.1594i).$$

The last two factors multiply to $0.0183+0.0873i$, and the first two to $0.02816i$. The result is $(-2.46+0.52i)\times10^{-3}$. Solving the changed mask anew gives $(-2.49+0.41i)\times10^{-3}$. The magnitude of the difference is 4.2% of the rigorous change.

To first order the relative change of power in an order is $2\,{\rm Re}(a_m^*\delta a_m)/|a_m|^2$. With $a_{-1}=-0.2771+0.4058i$, the numerator is $2(0.681+0.209)\times10^{-3}$ and the denominator is 0.2415, which gives +0.74%. The rigorous value is +0.71%.

| Polarization, order | Amplitude error | Power change, first order | Power change, rigorous |
|---|---:|---:|---:|
| TE, 0 | 4.0% | +0.44% | +0.50% |
| TE, −1 | 4.2% | +0.74% | +0.71% |
| TM, 0 | 4.6% | −0.70% | −0.64% |
| TM, −1 | 4.6% | +0.83% | +0.82% |

TM has the electric field in the plane across the lines. Amplitude errors are relative to the rigorous change. In TE order 0 the power error is 13% of the rigorous power change, although the amplitude error is 4%. There $\delta a_0$ is about 73° out of phase with $a_0$. To first order only the fraction $\cos73^\circ=0.29$ of its magnitude acts on the power, so a small error in the complex change weighs more in the power.

The error has the expected order. When the permittivity change is reduced from one eighth to one sixteenth of its value, the remainder falls by a factor between 3.99 and 4.00 for both polarizations, both orders, and transmission and reflection. In the same eight cases, at the full change, identity (3) agrees with the directly computed amplitude change to a relative difference of at most $1.3\times10^{-12}$. Conjugating the adjoint field gives a product that does not follow the phase origin of $a_m$: when the origin moves, the correct and the conjugated products acquire opposite phases. With each outgoing phase referred to the nearer film face, conjugation alters the first-order prediction by 35% to 240%. Other origins give other figures, but for the two transmitted TE orders no origin brings the error below 21%.

An empty void in place of the stripe is a different matter. Now $\delta\varepsilon=1-\varepsilon_f=-4.40-2.88i$, and (2) misses the rigorous transmitted change by 43% to 54%. At this size and contrast the field inside the void differs too much from the unperturbed one, and the defect calls for the perturbed field in (3) or a new solution.

For a void of unlimited length along $y$, shrinking the cross-section removes the error in TE but not in TM. In TE the electric field is tangential to the whole surface of the void, so the field inside tends to the unperturbed one. In TM, charge on the surface keeps the two different at any size. For a small void of round cross-section well inside the film, the static field inside is $2\varepsilon_f/(\varepsilon_f+1)$ times the unperturbed field, so (2) still misses the change by $|\varepsilon_f-1|/(2|\varepsilon_f|)=43\%$. A void of finite length carries surface charge in both polarizations. For a small sphere the factor is $3\varepsilon_f/(2\varepsilon_f+1)$, and (2) misses by $|\varepsilon_f-1|/(3|\varepsilon_f|)=29\%$ in TE and TM alike.

## The same mask with a moved wall

Let the right wall of every line move outward, with the left wall fixed. For TM order −1, (8) gives $(-3.447-3.203i)\times10^{-3}$ per nm, and direct differentiation of the solved amplitude, with the same Fourier orders −25 to 25, gives the same printed digits. With orders −100 to 100 the slope is $(-3.447-3.205i)\times10^{-3}$ per nm. The plain product with both fields taken inside the film is wrong by about 80% of this slope, and with both taken in air by nearly 500%. For TE the electric field is tangential to the wall, and the distinction disappears.

A full 1 nm displacement gives a TM change of $(-3.425-3.236i)\times10^{-3}$, which differs from the linear value by about 0.8%. Its magnitude, $4.7\times10^{-3}$, is 2.5 times the rigorous change from the stripe in that order and polarization. Most of this is a displacement of the pattern. Moving one wall by 1 nm is a rigid translation of the line by 0.5 nm plus a symmetric widening by 1 nm. The translation multiplies $a_{-1}$ by the phase factor $e^{2\pi i(0.5)/360}$, a change of magnitude $4.0\times10^{-3}$ that moves the image sideways. The widening alone changes this amplitude by $0.72\times10^{-3}$, less than the stripe does. The power of the order does not respond to the translation. With $a_{-1}=-0.3056+0.3412i$, the wall shift changes the power by only about −0.04%, against +0.82% for the stripe, because the wall shift changes mainly the phase of this order: 10.3 mrad, of which 8.7 mrad is the translation. The ranking depends on the order. In TM order 0 the same wall shift changes the power by −1.8%, against −0.64% for the stripe.

## Relation to a real mask

With fourfold reduction the mask period corresponds to 90 nm on the wafer. For a wafer-side numerical aperture of 1.35, the lens accepts sines up to about 0.34 at the mask, so both orders are collected. The index step of 0.1 is a chosen illustration, not a measured variation.

The model gives the inclusion unlimited length, which a real one does not have. Suppose it has length $\ell$ in a cell of length $L_y$ along the line. The unperturbed fields for the two orders considered do not depend on $y$, so the first-order integral per unit cell area is multiplied by $\ell/L_y$. A 30 nm inclusion in a 360 nm cell reduces the first-order TE order −1 change from $2.5\times10^{-3}$ to about $2.1\times10^{-4}$ in magnitude. It also scatters into orders with a wavevector along $y$, which the two-dimensional model omits.

Real illumination covers a range of angles. Raising the sine of incidence by 10% moves the predicted changes by 0.7% to 2.8% of their values. Both orders are collected for sines from about 0.20 to 0.34, and near the ends of that range the shift reaches about 7%. Light reflected by the mask and returned by the back face of the glass is also left out. Two of the reflected orders have a lateral wavenumber $5\pi/P=1.34\,k_0$; they propagate in the glass but are totally reflected at a flat back face in air. The effect of the returned light is not computed here. Numerical truncation has a small effect on the predictions: extending the Fourier expansion from orders −25 to 25 to orders −40 to 40 moves the stripe predictions by at most 0.1% and the wall slopes by at most 0.04%.

## Computed values

```
wavelength 193 nm, mask period 360 nm
line width 180 nm, film thickness 70 nm
index of glass 1.56, of film +2.40+0.60i
film permittivity +5.4000+2.8800i
sine of order angle in air 0.2681
stripe x from 110 to 140 nm (line from 90 to 270 nm)
stripe depth below glass 25 to 45 nm, area 600 nm^2
index change 0.10, permittivity change +0.4900+0.1200i
prefactor, orders 0 and -1: +0.0000+4.6933i x1e-5 nm^-2
TE order 0: amplitude -0.1578+0.2680i
  mean field product +0.0903-0.1349i
  change x1e-3: first order +1.5570+1.7019i, rigorous +1.4969+1.7733i
  order power change: first order +0.435 %, rigorous +0.500 %
  first-order error 4.02 %, for a void 43.4 %
  shift of change: 10 % angle 2.8 %, truncation 0.030 %
TE order -1: amplitude -0.2771+0.4058i
  mean field product +0.0764+0.1594i
  change x1e-3: first order -2.4579+0.5161i, rigorous -2.4866+0.4148i
  order power change: first order +0.738 %, rigorous +0.713 %
  first-order error 4.18 %, for a void 44.2 %
  shift of change: 10 % angle 0.7 %, truncation 0.033 %
TE mask reflectance 8.99 %, power returned by back face 0.430 %
  field returned, relative to incident: 0.0656
TM order 0: amplitude -0.3262+0.2655i
  mean field product -0.0041-0.1657i
  change x1e-3: first order +2.3000+0.5035i, rigorous +2.2269+0.5790i
  order power change: first order -0.697 %, rigorous -0.645 %
  first-order error 4.57 %, for a void 50.4 %
  shift of change: 10 % angle 1.6 %, truncation 0.086 %
TM order -1: amplitude -0.3056+0.3412i
  mean field product +0.1245+0.0511i
  change x1e-3: first order -1.1257+1.5447i, rigorous -1.1714+1.4715i
  order power change: first order +0.830 %, rigorous +0.821 %
  first-order error 4.59 %, for a void 54.4 %
  shift of change: 10 % angle 2.0 %, truncation 0.097 %
TM mask reflectance 6.08 %, power returned by back face 0.291 %
  field returned, relative to incident: 0.0539
largest error of exact identity 1.3e-12
remainder ratio on halving: 3.992 to 4.001
error with conjugated adjoint: 35 to 240 %
TE wall slope, order -1: -1.8548-2.9270i x1e-3 per nm
  by moving the wall: -1.8548-2.9270i x1e-3 per nm, truncation 0.02 %
  1 nm wall shift: rigorous change -1.8230-2.9478i x1e-3
TM wall slope, order -1: -3.4468-3.2030i x1e-3 per nm
  by moving the wall: -3.4468-3.2030i x1e-3 per nm, truncation 0.04 %
  plain product error: inner field 81 %, outer field 497 %
  1 nm wall shift: rigorous change -3.4252-3.2363i x1e-3
```
